# Two Equal Molecular-Flow Conductances in Series and in Parallel

## Problem

Ammonia at 300 K flows from a dosing volume at $p_1=0.20$ mTorr to a process chamber at $p_2=0.02$ mTorr. Two identical round tubes are available, each 10 mm in diameter and 50 mm long. They can be fitted in two ways:

- **Parallel:** each tube runs from the dosing volume to the process chamber, with the ports far enough apart not to disturb each other.
- **Series:** the first tube leads into a closed spherical chamber of 20 mm radius, and the second, at right angles to the first, leads from there to the process chamber.

The gas is so thin that molecules collide with walls far more often than with each other. A molecule that enters a tube from a well-mixed gas leaves at the far end with probability $\alpha=0.1909$, and otherwise returns to the end where it entered. This value follows from the integral equation for diffuse wall scattering.

(a) Find the conductance $C$ of one tube.

(b) Express the total conductances $C_{\rm par}$ and $C_{\rm ser}$ in terms of $C$, and find their ratio.

(c) Calculate both gas flows and the pressure in the middle chamber.

## Hints

1. Measure the flow by the throughput $Q$, the pressure times the volume passing per unit time. At a fixed temperature it is proportional to the number of molecules per second. Conductance is defined by $Q=C(p_a-p_b)$.
2. Molecules travelling in opposite directions through a tube do not hinder each other. Calculate the two streams separately and subtract.
3. In parallel, ask what the two tubes have in common. In series, ask what must be equal once the pressure in the middle chamber has stopped changing.
4. The middle pressure is not given. Let the steady state determine it.

## Solution

### (a) One tube

Let $n$ be the number density of a gas at rest, $m$ the molecular mass and $k$ the Boltzmann constant. The number of molecules striking unit area per second from one side is the integral of the positive normal velocity over the Maxwell distribution:

$$
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_x\,e^{-mv_x^2/2kT}\,dv_x .
$$

The integral equals $kT/m$, so

$$
J=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4},\qquad
\bar v=\sqrt{\frac{8kT}{\pi m}} .
$$

The factor $1/4$ is the ratio of the two square roots, $\sqrt{1/16}$.

A port of area $A$ therefore receives $An_a\bar v/4$ molecules per second from side $a$, of which a fraction $\alpha$ gets through. The tube has identical ends, so the same $\alpha$ applies to the stream from side $b$. The net rate is

$$
\dot N=\frac{\alpha A\bar v}{4}(n_a-n_b).
$$

For an ideal gas $n=p/kT$, and the throughput is $Q=kT\dot N$. Hence

$$
Q=C(p_a-p_b),\qquad C=\frac{\alpha A\bar v}{4}.
$$

$C$ contains no pressure. This holds as long as collisions between molecules can be neglected. The same $C$ can therefore be used for each tube in both arrangements, provided that the gas entering each tube is well mixed.

For ammonia at 300 K, $\bar v=610.7$ m/s, and the port area is $A=0.7854\ \mathrm{cm^2}$. The bare opening would have the conductance

$$
\frac{A\bar v}{4}=\frac{(0.7854\times10^{-4}\ \mathrm{m^2})(610.7\ \mathrm{m/s})}{4}
=11.99\ \mathrm{L/s},
$$

and the tube has

$$
C=0.1909\times 11.99\ \mathrm{L/s}=2.29\ \mathrm{L/s}.
$$

### (b) Two tubes

**Parallel.** Both tubes connect the same two volumes, so each has the pressure difference $p_1-p_2$. Their throughputs add:

$$
Q_{\rm par}=C(p_1-p_2)+C(p_1-p_2)=2C(p_1-p_2).
$$

Comparison with the definition of conductance gives $C_{\rm par}=2C$.

**Series.** Let $p_m$ be the pressure in the middle chamber. In the steady state the amount of gas there is constant. If the walls neither take up nor release gas on balance, what enters through the first tube must leave through the second:

$$
C(p_1-p_m)=C(p_m-p_2).
$$

Dividing by $C$ and collecting $p_m$ on one side gives $2p_m=p_1+p_2$, or

$$
p_m=\frac{p_1+p_2}{2}.
$$

The throughput is that of either tube. Using the first,

$$
Q_{\rm ser}=C\left(p_1-\frac{p_1+p_2}{2}\right)=\frac C2\,(p_1-p_2),
$$

so $C_{\rm ser}=C/2$. The ratio is

$$
\frac{C_{\rm par}}{C_{\rm ser}}=\frac{2C}{C/2}=4 .
$$

The four is a product of two twos. Relative to a single tube between the same end pressures, the parallel pair doubles the number of paths, while the series pair halves the pressure difference across each tube.

The series result can also be read molecule by molecule. A molecule passes the first tube with probability $\alpha$. Because the tubes are at right angles, very few molecules fly straight from one into the other. Nearly all first strike the wall of the middle chamber and lose the memory of where they came from. Since the two exits are alike, a molecule then finally escapes forward or backward with probability $1/2$ each, and the total transmission is very nearly $\alpha/2$. If the tubes faced each other, some molecules would cross the chamber directly into the second tube, and the series flow would be slightly larger.

This reading was tested by following molecular trajectories through tube, sphere and tube, with the two tube axes at right angles. No pressure balance was assumed. Of the molecules that reached the sphere, a fraction 0.500 left forward. The total transmission was 0.0953, against $\alpha/2=0.0955$. With 60,000 molecules started, both figures have a statistical scatter of about one percent.

The parallel rule was tested through the time that molecules spend in a chamber of volume $V$ before they escape for good. If the gas held in the tubes is neglected, the number inside falls at the rate $Cn=(C/V)N$. The mean time in the chamber is then $V/C$, and the mean path flown there is proportional to $1/C$. Opening a second tube shortened this path, counted without the flights inside the tubes, by a factor of 2.013. With 10,000 molecules followed in each case, each mean path has a statistical scatter of about one percent, and their ratio about 1.4 percent. Together the trajectories give a parallel-to-series ratio of 4.03, with a scatter of about two percent.

### (c) Flows and middle pressure

The total conductances are $C_{\rm par}=4.58$ L/s and $C_{\rm ser}=1.145$ L/s. The pressure difference is $0.18$ mTorr $=1.8\times10^{-4}$ Torr, so

$$
Q_{\rm par}=4.58\times1.8\times10^{-4}=8.24\times10^{-4}\ \mathrm{Torr\,L/s},
$$

$$
Q_{\rm ser}=1.145\times1.8\times10^{-4}=2.06\times10^{-4}\ \mathrm{Torr\,L/s}.
$$

In standard cubic centimetres per minute, referred to 0 °C and 1 atm, these are 0.0592 and 0.0148 sccm. The middle pressure is $(0.20+0.02)/2=0.11$ mTorr.

### Where the model stands beside real dosing lines

These pressures are roughly those of high-vacuum dosing. Many production reactors for atomic layer deposition work at far higher pressures, roughly 0.1 Torr to a few Torr. With a rough collision diameter of 0.44 nm for ammonia, the mean free path at 0.20 mTorr is about 180 mm, or 18 tube diameters, so the flow is close to free-molecular. A hard-sphere estimate of the viscous conductance at the mean pressure gives 0.3 % of $C$. That estimate grows in proportion to pressure and would equal $C$ at a few tens of mTorr, so the value of $C$ found here cannot be carried over to a production reactor.

The factor of four in the throughput is not special to molecular flow. For slow, isothermal viscous flow in long tubes, conductance is proportional to the mean pressure, so $Q=K(p_a^2-p_b^2)$ with a constant $K$. Equal throughputs in series then require $p_m^2=(p_1^2+p_2^2)/2$. This gives $Q_{\rm ser}=K(p_1^2-p_2^2)/2$, against $Q_{\rm par}=2K(p_1^2-p_2^2)$. The ratio is again four at fixed end pressures, although the middle pressure has changed. The conditions matter, however. For the short tubes used here, with 1 Torr upstream and a tenfold pressure drop, this formula would require an exit speed about ten times the speed of sound. The real flow is then limited by gas inertia and choking, and the ratio falls well below four.

For short pulses, the assumption that the walls take up no gas can fail. Suppose that the bare walls bind one molecule per squared collision diameter, about $5\times10^{14}\ \mathrm{cm^{-2}}$. At the steady throughputs, supplying this layer takes about 6 s in series and 0.6 s in parallel. In this estimate the series arrangement is slower because it has a quarter of the steady flow and about 2.6 times the wall area, counting the sphere whole. These times are rough. The binding is simplified, and walls that absorb draw more than the steady flow: at first each tube fed from the dosing volume takes in the full flow of its bare opening, nearly six times the steady throughput of a single tube, so the times are overestimates. They suggest that a dose of a second or less into bare tubes need not follow the steady-state ratio.

## Variation 1: unequal conductances

*Two conductances $C_1$ and $C_2$ replace the equal pair. What is the ratio now?*

In parallel the throughputs still add, so $C_{\rm par}=C_1+C_2$. In series,

$$
C_1(p_1-p_m)=C_2(p_m-p_2)
\quad\Rightarrow\quad
p_m=\frac{C_1p_1+C_2p_2}{C_1+C_2}.
$$

Then $p_1-p_m=C_2(p_1-p_2)/(C_1+C_2)$. Multiplying by $C_1$ gives the throughput, and therefore

$$
C_{\rm ser}=\frac{C_1C_2}{C_1+C_2}.
$$

With $(C_1+C_2)^2=(C_1-C_2)^2+4C_1C_2$, the ratio becomes

$$
\frac{C_{\rm par}}{C_{\rm ser}}=\frac{(C_1+C_2)^2}{C_1C_2}
=4+\frac{(C_1-C_2)^2}{C_1C_2}.
$$

Four is the smallest possible value, reached when the conductances are equal. For $C_2=2C_1$ the ratio is 4.5. If one conductance is much smaller than the other, it controls the series flow while the larger one controls the parallel flow, and the ratio grows without limit.

## Variation 2: no middle chamber

*The two equal tubes are butted together into one tube of length $2L$. Is the series conductance still $C/2$?*

It is larger. First take a simplified junction at which a molecule keeps its forward or backward sense, but has its position and direction within that sense redrawn as if it came from a mixed gas. Each tube then passes it on with probability $\alpha$ or turns it back with probability $1-\alpha$. To get through, it must pass the first tube, be turned back an even number of times (alternately by the second tube and the first), and pass the second:

$$
\alpha_{\rm joined}\approx\alpha^2\left[1+(1-\alpha)^2+(1-\alpha)^4+\dots\right]
=\frac{\alpha^2}{1-(1-\alpha)^2}=\frac{\alpha}{2-\alpha}.
$$

This exceeds $\alpha/2$. A middle chamber can send a molecule back before it has entered the second tube, whereas the junction cannot.

For the present tubes the estimate is $0.1909/1.8091=0.1055$. The integral equation for the full double length gives 0.1093. The remaining difference of 3.6 %, relative to the estimate, comes from the redrawing at the junction, which does not happen in a real tube. The joined conductance is 1.31 L/s, which is 14.5 % above $C/2$, and the parallel-to-series ratio falls to $4.58/1.31\approx3.5$.

The two limits show when the chamber matters. For very short tubes nearly every molecule passes, with or without the second tube, so $\alpha_{\rm joined}\approx\alpha\approx1$ and the ratio $2\alpha/\alpha_{\rm joined}$ tends to 2. For very long tubes, repeated wall collisions erase the memory of the junction within a few diameters, a negligible part of the length. The flow then follows the density gradient, transmission varies as $1/L$, and the ratio tends to 4. The calculated ratios are 2.095, 2.614, 3.493 and 3.905 for single tubes with length-to-diameter ratios of 0.05, 0.5, 5 and 50.

## Computed results

```
Gas NH3, temperature: 300 K
Molar mass: 17.031 g/mol
Tube diameter: 10.0 mm
Tube length: 50.0 mm
Mixing chamber radius: 20.0 mm
Upstream pressure: 0.20 mTorr
Downstream pressure: 0.02 mTorr
Mean thermal speed: 610.7 m/s
Port area: 0.7854 cm2
Conductance of bare opening: 11.991 L/s
Transmission of one tube, integral equation: 0.1909
Transmission of one tube, trajectories: 0.1906
Single conductance C: 2.290 L/s
Series conductance: 1.145 L/s
Parallel conductance: 4.579 L/s
Ratio parallel/series: 4.000
Middle pressure in series: 0.110 mTorr
Throughput, single: 4.121e-04 Torr L/s
Throughput, series: 2.061e-04 Torr L/s
Throughput, parallel: 8.243e-04 Torr L/s
Series flow: 0.0148 sccm (0 C, 1 atm)
Parallel flow: 0.0592 sccm (0 C, 1 atm)
Trajectories: forward exit fraction 0.500
Trajectories: series transmission 0.0953
Trajectories: gain from second parallel tube 2.013
Trajectories: ratio parallel/series 4.03
Joined tubes, transmission: 0.1093
Joined tubes, trajectories: 0.1082
Joined tubes, conductance: 1.311 L/s
Joined excess over C/2: 14.5 %
Joined ratio at length/diameter 0.05: 2.095
Joined ratio at length/diameter 0.5: 2.614
Joined ratio at length/diameter 5: 3.493
Joined ratio at length/diameter 50: 3.905
Collision diameter (rough): 0.44 nm
Mean free path at upstream pressure: 181 mm
Knudsen number at upstream pressure: 18.1
Hard-sphere viscosity: 9.9 uPa s
Viscous conductance / C: 0.32 %
Assumed layer density: 5.17e+14 molecules/cm2
Internal wall area, series: 81.7 cm2
Internal wall area, parallel: 31.4 cm2
Time to supply one wall layer, series: 6.4 s
Time to supply one wall layer, parallel: 0.61 s
```
